# Matthiessen's Rule Overestimates Mobility When Relaxation Times Depend on Energy Differently

## Definitions and conventions

Consider electrons of charge \(-e\) in one isotropic parabolic subband of a two-dimensional channel. The mass is \(m\), the energy \(E=\hbar^2k^2/2m\), the sheet density \(n\), and the equilibrium occupation \(f_0(E)\) the Fermi function. A weak field \(\mathcal E\) points along \(x\). Two independent elastic mechanisms, acting alone, have momentum relaxation times \(a(E)\) and \(b(E)\), both positive. Density, subband and screening are held fixed whether one mechanism acts or both.

For elastic scattering whose rate depends on direction only through the scattering angle, the collision term is \(-g/\tau(E)\), where \(g\) is the change in occupation, here proportional to \(k_x\) at each energy. In the steady state

\[
-\frac{e\mathcal E}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac g\tau
\quad\Rightarrow\quad
g=e\mathcal E\,\tau v_x\frac{\partial f_0}{\partial E},
\]

because \(\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial E\). The mobility \(\mu\) is the drift speed divided by \(\mathcal E\). The angular average of \(v_x^2\) is \(v^2/2=E/m\), and the density of states \(D\) is constant, so

\[
\mu=\frac{e}{m}\,\frac{D}{n}\int_0^\infty \tau E\left(-\frac{\partial f_0}{\partial E}\right)dE .
\]

Integration by parts gives \(n=D\int f_0\,dE=D\int E(-\partial f_0/\partial E)\,dE\). Hence

\[
\mu=\frac em\langle\tau\rangle,\qquad
\langle\tau\rangle=\int_0^\infty w\,\tau\,dE,\qquad
w=\frac{E(-\partial f_0/\partial E)}{\int_0^\infty f_0\,dE},
\]

where \(w\) is positive and integrates to one.

## The belief and its appeal

The belief is that independent scattering mechanisms have additive inverse mobilities:

\[
\frac1{\mu_M}=\frac1{\mu_a}+\frac1{\mu_b}.
\]

Its starting point is sound. Transition rates of independent mechanisms add, so at each energy \(1/\tau=1/a+1/b\). The unjustified step is to carry this sum through the average. Mobility averages times, not rates:

\[
\mu=\frac em\left\langle\frac{ab}{a+b}\right\rangle,
\qquad
\mu_M=\frac em\,\frac{AB}{A+B},\qquad A=\langle a\rangle,\; B=\langle b\rangle .
\]

## The sign of the error

For any number \(\lambda\), put the following difference over the common denominator \(a+b\):

\[
\lambda^2a+(1-\lambda)^2b-\frac{ab}{a+b}
=\frac{\lambda^2a^2+(1-\lambda)^2b^2+[\lambda^2+(1-\lambda)^2-1]ab}{a+b}.
\]

The square bracket equals \(-2\lambda(1-\lambda)\), so the numerator is the perfect square \([\lambda a-(1-\lambda)b]^2\). Choose \(\lambda=B/(A+B)\) and average. The first two terms become

\[
\frac{B^2A+A^2B}{(A+B)^2}=\frac{AB}{A+B},
\]

which is the rule's mean time. The square becomes \(A^2B^2(a/A-b/B)^2/(A+B)^2\). Division by \(AB/(A+B)\) gives

\[
1-\frac{\mu}{\mu_M}=\frac{AB}{A+B}\left\langle\frac{(a/A-b/B)^2}{a+b}\right\rangle\ge0 .
\]

Under the stated assumptions Matthiessen's rule therefore never underestimates the mobility. It is exact if and only if \(a/b\) is constant wherever \(w\) is nonzero. Energy dependence alone does no harm; a different energy dependence does.

Two equally weighted energy groups show the mechanism. Let \(a=(0.1,0.3)\) ps and \(b=(0.3,0.1)\) ps. Each mean is 0.2 ps, so the rule gives \(0.2\times0.2/0.4=0.100\) ps. In both groups the true time is \(0.1\times0.3/0.4=0.075\) ps. The rule is 33% above the true value, because each separate average profits from a group that the other mechanism blocks.

A smooth case can be done in closed form. Without degeneracy, \(x=E/k_BT\) has weight \(xe^{-x}\) and mean 2. Take \(a=2t\) and \(b=tx\), with \(t\) a fixed time. Both means are \(2t\), and the rule gives \(t\). Since \(2x^2/(x+2)=2x-4+8/(x+2)\),

\[
\frac{\mu}{\mu_M}=\int_0^\infty\frac{2x^2}{x+2}e^{-x}dx
=2-4+8e^2E_1(2)=0.891,
\qquad E_1(z)=\int_z^\infty\frac{e^{-s}}s\,ds .
\]

The rule is 12% too high relative to the true mobility.

## Why remote phonons have a different energy dependence

A polar oxide at distance \(d\) from the channel centre scatters electrons through the electric field of its interface phonons. Let \(\epsilon_s\) be the relative permittivity of silicon, and \(\epsilon_0^{ox}\) and \(\epsilon_h^{ox}\) those of the oxide below and above its soft mode. The vacuum permittivity is \(\varepsilon_0\).

Let silicon fill the whole region \(z<d\). A unit sheet charge of wavevector \(q\) at \(z=0\) produces, apart from the factor \(1/(2\varepsilon_0\epsilon_sq)\), the potential \(e^{-qz}+Re^{q(z-2d)}\) for \(0<z<d\) and \(\mathcal Te^{-qz}\) in the oxide. Continuity of potential and normal displacement at \(z=d\) gives \(1+R=\mathcal T\) and \(\epsilon_s(1-R)=\epsilon_{ox}\mathcal T\). Thus

\[
R=\frac{\epsilon_s-\epsilon_{ox}}{\epsilon_s+\epsilon_{ox}}=\frac{2\epsilon_s}{\epsilon_s+\epsilon_{ox}}-1,
\qquad
G(q)=\frac{1+Re^{-2qd}}{2\varepsilon_0\epsilon_sq},
\]

where \(G\) is the potential back at the channel. A free oscillation needs \(\epsilon_s+\epsilon_{ox}(\omega)=0\). With \(\epsilon_{ox}=\epsilon_h^{ox}+(\epsilon_0^{ox}-\epsilon_h^{ox})\omega_{TO}^2/(\omega_{TO}^2-\omega^2)\), this yields

\[
\omega^2=\omega_{TO}^2\,\frac{\epsilon_s+\epsilon_0^{ox}}{\epsilon_s+\epsilon_h^{ox}} .
\]

The coupling strength follows from energy. A fixed electron coupled linearly with amplitude \(V_q\) displaces each oscillator and lowers its energy by \(|V_q|^2/\hbar\omega\). Electrostatics gives the lattice part of the same energy as half of charge times potential. Let \(G_h\) and \(G_0\) be \(G\) evaluated with \(\epsilon_h^{ox}\) and \(\epsilon_0^{ox}\); their difference is the lattice contribution. With channel area \(A_s\), equating the two energies at each \(q\) gives

\[
A_s|V_q|^2=\frac{\hbar\omega e^2}{2}(G_h-G_0)
=\frac{e^2\hbar\omega F}{2\varepsilon_0q}e^{-2qd},
\qquad
F=\frac1{\epsilon_s+\epsilon_h^{ox}}-\frac1{\epsilon_s+\epsilon_0^{ox}} .
\]

Now neglect the phonon energy in the electron's final energy. Absorption and emission have weights \(N\) and \(N+1\), where \(N\) is the phonon occupation. For scattering through angle \(\theta\), \(q=2k\sin(\theta/2)\) and \(1-\cos\theta=2\sin^2(\theta/2)\). The density of final states per spin, valley and area is \(m/2\pi\hbar^2\), so the golden rule gives

\[
\frac1b=\frac{m(2N+1)}{\hbar^3}\int_0^{2\pi}\frac{d\theta}{2\pi}A_s|V_q|^2(1-\cos\theta)
=\frac{me^2\omega F(2N+1)}{2\varepsilon_0\hbar^2k}\,S(4kd),
\]

\[
S(x)=\frac1\pi\int_0^\pi\sin u\,e^{-x\sin u}\,du,\qquad u=\theta/2 .
\]

For \(x\to0\), \(S\to2/\pi\), so \(b\propto k\propto E^{1/2}\). For large \(x\), put \(s=\sin u\) and expand \(1/\sqrt{1-s^2}\) under the integral:

\[
S\simeq\frac2\pi\left(\frac1{x^2}+\frac3{x^4}\right),
\qquad
\frac{d\ln b}{d\ln E}\simeq\frac32+\frac3{x^2}.
\]

Fast electrons are deflected mainly through small angles, because the factor \(e^{-2qd}\) suppresses large momentum transfers. A short-range scatterer, by contrast, has a matrix element independent of \(q\). With a constant density of states, its time \(a\) is constant. The ratio \(a/b\) therefore varies, and the rule cannot be exact.

## A thin silicon channel

The example has a 3 nm silicon body, a 0.5 nm interlayer and \(d=3/2+0.5=2\) nm. The density is \(10^{12}\) cm\(^{-2}\), the temperature 300 K and the in-plane mass \(0.19\,m_0\), with two valleys. The permittivities are \(\epsilon_s=11.7\), \(\epsilon_0^{ox}=22\) and \(\epsilon_h^{ox}=6\), and \(\hbar\omega_{TO}=12\) meV. The basic model gives the interlayer silicon's permittivity. Then

\[
\hbar\omega=12\sqrt{33.7/17.7}=16.6\ \text{meV},\qquad
F=\frac1{17.7}-\frac1{33.7}=0.0268 .
\]

The short-range time is chosen as \(a=0.1\) ps. The remote-phonon time is 0.027 ps at 10 meV, 0.081 ps at 25 meV, 0.22 ps at 50 meV and 0.64 ps at 100 meV. Remote phonons thus limit the slow electrons, and short-range scattering limits the fast ones. At 100 meV the combined time is \(0.1\times0.64/0.74=0.086\) ps, although \(b\) alone is far longer.

The mean of \(b\) is 0.303 ps, giving separate mobilities of 926 and 2801 cm²/Vs. The rule predicts

\[
\mu_M=\frac{925.7\times2800.8}{925.7+2800.8}=696\ \text{cm}^2/\text{Vs},
\]

whereas averaging the combined time gives 579 cm²/Vs. The rule is 20% too high relative to the true model value.

The same error affects subtraction. Suppose the reference mobility \(\mu_a\) is known and the added mobility is extracted as \(1/\mu_x=1/\mu-1/\mu_a\). Since \(1/\mu\ge1/\mu_a+1/\mu_b\), it follows that \(\mu_x\le\mu_b\). Here

\[
\mu_x=\frac{1}{1/579.4-1/925.7}\approx1550\ \text{cm}^2/\text{Vs},
\]

which is 45% below the model's actual remote-phonon mobility. Subtraction exaggerates the added mechanism.

The error of the rule for the combined mobility fades when one mechanism dominates. With constant \(a=A\), the gap formula has the limits

\[
1-\frac{\mu}{\mu_M}\simeq
\begin{cases}
A\left(\langle1/b\rangle-1/B\right), & A\ll B,\\[2pt]
(B/A)\left(\langle b^2\rangle/B^2-1\right), & A\gg B.
\end{cases}
\]

Both vanish linearly in the small ratio. Varying \(a\) at fixed \(b\), the excess relative to the true mobility is 1.9%, 11%, 23%, 8.4% and 1.1% for \(\mu_a/\mu_b=0.01,0.1,1,10,100\). Agreement in a dominated regime is thus no evidence for the rule at comparable mobilities. Subtraction does not share this relief when the reference mechanism dominates. For \(A\ll B\), \(1/\mu-1/\mu_a\to(m/e)\langle1/b\rangle\), so \(\mu_x/\mu_b\to1/(B\langle1/b\rangle)\). The extracted value is 32%, 55% and 65% too low for \(\mu_a/\mu_b=1,0.1,0.01\), and the shortfall vanishes only when the added mechanism dominates.

## When phonons exchange energy

The phonon energy of 16.6 meV is not small beside \(k_BT=25.9\) meV, so the elastic assumption needs correction. Write \(f=f_0+f_0(1-f_0)\varphi\). To first order, detailed balance makes the net flow from \(k\) to \(k'\) equal to \(P_{kk'}(\varphi_k-\varphi_{k'})\), where \(P_{kk'}=P_{k'k}\ge0\) is the equilibrium flow. Define

\[
(CX)_k=\sum_{k'}P_{kk'}(X_k-X_{k'}),\qquad h_k=v_xf_0(1-f_0).
\]

Since \(-\partial f_0/\partial E=f_0(1-f_0)/k_BT\), the steady state is \(C\varphi=-(e\mathcal E/k_BT)h\). With \((X,Y)\) denoting the sum of \(X_kY_k\) over states per unit area,

\[
\mu=\frac{e}{nk_BT}(h,C^{-1}h),\qquad
(X,CX)=\frac12\sum_{kk'}P_{kk'}(X_k-X_{k'})^2\ge0,
\]

the last sum also being per unit area. The function \(h\) changes sign under \(k\to-k\), and by inversion symmetry \(C\) preserves this property. Among such functions \(C\) is invertible if scattering, possibly in several steps, connects \(k\) with \(-k\), because \((X,CX)=0\) then requires \(X_k=X_{-k}=-X_k=0\). The Cauchy–Schwarz inequality then gives

\[
(X,h)^2=(X,CC^{-1}h)^2\le(X,CX)(h,C^{-1}h),
\]

with equality at \(X=C^{-1}h\). Thus \(1/\mu\) is the minimum over \(X\) of \((nk_BT/e)(X,CX)/(X,h)^2\). For \(C=C_a+C_b\), the minimum of the sum is at least the sum of the separate minima, so again \(1/\mu\ge1/\mu_a+1/\mu_b\).

The sign survives, but the size changes. Solving this equation with energy exchange lowers the remote-phonon mobility to 1662 cm²/Vs. The combined value is 563 and the rule's 595 cm²/Vs, an excess of 5.7% instead of 20%. The quasi-elastic model demonstrates the averaging error clearly but greatly overstates it for this phonon. Extraction by subtraction now gives about 1440 cm²/Vs, still 14% low.

## What carries over to a real gate stack

The parameters are rough values for an ultrathin silicon channel under a hafnium-oxide stack. A 3 nm body is thin, and a short-range mobility of 926 cm²/Vs is optimistic for it, since thickness fluctuations also scatter electrons. Energy exchange is the broken assumption that moves the error most among those evaluated. The other changes were evaluated within the elastic model: static screening, given its long-wavelength strength at every \(q\), reduces the excess to 11%, while an interlayer and lower layer of permittivity 3.9 give 22% without screening and 11% with it. Finite body thickness gives 20%. At 360 K, with \(a\) scaled as \(1/T\), the excess is 19%. Screening and energy exchange were not combined, so 5.7% is not a device prediction.

Other omissions limit precision. With infinitely high walls, each of the next two subband groups would hold less than 1% of the lowest subband's population. Real oxide barriers are finite, and penetration into them lowers the levels, most strongly in the valleys with a light mass across the film. Their share can then reach several percent or more, so a single subband is only an approximation. A nonparabolicity coefficient of 0.5 eV\(^{-1}\) would raise the transport-weighted mean mass by about 5.5%, before any effect of the confinement energy is counted. Harder oxide modes add roughly 20% to the coupling factor \(F\), and relatively more to \(|V_q|^2\), which is proportional to \(\omega F\): about 70% for a mode near 50 meV. With energy exchange, such a mode lowers the remote-phonon mobility by roughly 17% and the excess from 5.7% to about 3.6%. Dividing \(\hbar\) by the mean combined momentum time gives about 10 meV. The level broadening, however, follows from the total scattering rate, which also counts small deflections. In the unscreened elastic model this rate diverges logarithmically at small angles, because \(|V_q|^2\propto1/q\) there; only the factor \(1-\cos\theta\) keeps the momentum time finite. Energy exchange removes the divergence, since \(q\) then cannot vanish, but leaves a broadening comparable to \(k_BT\). The golden rule is therefore only a rough approximation here. If the interlayer is silicon dioxide, its field of 0.46 MV/cm is far below the rough 10 MV/cm breakdown scale of silicon dioxide.

The inequality also has conditions. If two scattering potentials are correlated, their squared sum contains a cross term and the rates do not add. If adding a mechanism changes the density, subband or screening, \(\mu_a\) and \(\mu_b\) no longer describe the parts of the combined system. In the long-wavelength approximation, which overstates screening at larger \(q\), static screening alone moves the elastic remote-phonon mobility from 2801 to 7273 cm²/Vs. Putting the screened value into the rule for the unscreened system would give 821 instead of 579 cm²/Vs, an error of 42%, about twice the averaging error alone. In the opposite case, the unscreened value used for the screened system, the two errors partly cancel and the rule is 6% too low. These screening figures are rough. With the \(q\)-dependent static polarisability at 300 K, the screened remote-phonon mobility is about 5990 cm²/Vs, the excess 12%, and the two mismatch errors are 38% too high and 3% too low. Static screening is itself doubtful here, because the channel plasmon energy, about 14 to 27 meV for \(q\) from 0.05 to 0.2 nm\(^{-1}\), is comparable to the 16.6 meV phonon. The numerical output lists the inputs and the separate variations.

## Computed results

```
Two groups: times 0.1, 0.3 ps and exchanged
Two groups: true mean time 0.0750 ps
Two groups: rule mean time 0.1000 ps
Two groups: rule excess 33.3 %
Constant+linear: mu/mu_M 0.8906 (no unit)
Constant+linear: rule excess 12.3 %
Temperature 300 K; kT 25.85 meV
Electron density 1.0e+12 cm^-2
Masses: in-plane 0.190, long 0.916 m0
Valleys 2; Fermi level -1.288 kT
Body 3.0 nm; interlayer 0.5 nm
Channel-centre distance d 2.0 nm
Permittivity: silicon 11.7, interlayer 3.9
Oxide permittivity: static 22.0, high 6.0
TO mode 12.0 meV; interface 16.56 meV
Coupling factor F 0.02682 (no unit)
Phonon occupation 1.114 (no unit)
Lattice relaxation energy 9.66 meV
Short-range time 0.100 ps
Remote time at 10 meV: 0.0265 ps; exponent 1.11
Remote time at 25 meV: 0.0811 ps; exponent 1.35
Remote time at 50 meV: 0.2182 ps; exponent 1.51
Remote time at 100 meV: 0.6402 ps; exponent 1.58
Remote time at 200 meV: 1.9162 ps; exponent 1.57
Mean remote time 0.3026 ps
Short-range mobility 925.7 cm2/Vs
Remote-phonon mobility 2800.8 cm2/Vs
Combined mobility 579.4 cm2/Vs
Matthiessen mobility 695.7 cm2/Vs
Rule excess 20.09 %
Gap formula 1-mu/mu_M 16.73 %
Extracted remote mobility 1548.5 cm2/Vs
Extraction shortfall 44.7 %
Short/remote mobility ratio 0.01: excess 1.86 %
Short/remote mobility ratio 0.1: excess 11.27 %
Short/remote mobility ratio 1: excess 23.44 %
Short/remote mobility ratio 10: excess 8.44 %
Short/remote mobility ratio 100: excess 1.10 %
Inelastic: remote mobility 1662.1 cm2/Vs
Inelastic: combined 562.8, rule 594.6 cm2/Vs
Inelastic: rule excess 5.65 %
real layers: remote 2481.8, combined 554.0 cm2/Vs; excess 21.71 %
static screening: remote 7272.5, combined 740.1 cm2/Vs; excess 10.96 %
layers+screening: remote 8751.7, combined 757.4 cm2/Vs; excess 10.52 %
body thickness: remote 2484.9, combined 563.6 cm2/Vs; excess 19.67 %
360 K: remote 3084.3, combined 518.4 cm2/Vs; excess 19.03 %
no degeneracy: remote 2589.1, combined 557.9 cm2/Vs; excess 22.22 %
Next subband gaps: 137, 174 meV
Their relative occupation: 0.50, 0.52 %
Nonparabolicity input 0.5 eV^-1; mass rise 5.5 %
Hard/soft mode coupling 20 %, electronic permittivity 4.5
Level broadening hbar/tau 10.5 meV
Interlayer field 0.46 MV/cm
Mean-field drop across body 23.2 mV
```
